# Overlap and conditioning of cubic B-spline blip functions: a program that tests the result

```python
"""Overlap of cubic B-spline blips on a unit grid, and its conditioning.

B(x): cubic B-spline of unit integral, support [-2, 2].
S_n = integral B(x) B(x-n) dx = 151/315, 397/1680, 1/42, 1/5040 (n=0..3).
T_n = (1/2) integral B'(x) B'(x-n) dx, kinetic elements in atomic units.
Result under test: the 2-norm condition number of S is 315/17 on an even
ring, approaches 315/17 from below on an open row, and is cubed in 3D.
"""
from fractions import Fraction
from math import comb, factorial
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.constants import physical_constants

# Exact piecewise polynomials of the blip, labelled by left end of the cell
x = sp.symbols("x", real=True)
pieces = {-2: (2 + x)**3 / 6,
          -1: sp.Rational(2, 3) - x**2 - x**3 / 2,
          0: sp.Rational(2, 3) - x**2 + x**3 / 2,
          1: (2 - x)**3 / 6}


def exact_element(n, derivative):
    """Integral of B(x)B(x-n), or of B'(x)B'(x-n), cell by cell."""
    total = sp.Integer(0)
    for cell, left in pieces.items():
        if cell - n in pieces:
            right = pieces[cell - n].subs(x, x - n)
            if derivative:
                integrand = sp.diff(left, x) * sp.diff(right, x)
            else:
                integrand = left * right
            total += sp.integrate(sp.expand(integrand), (x, cell, cell + 1))
    return total


def box_convolution(p, position):
    """p-fold convolution of the unit box, from truncated powers (p >= 2)."""
    total = 0
    for k in range(p + 1):
        arg = position + Fraction(p, 2) - k
        if arg > 0:
            total += (-1)**k * comb(p, k) * arg**(p - 1)
    return total / factorial(p - 1)


def blip(t):
    a = np.abs(t)
    return np.where(a < 1, 2 / 3 - a**2 + a**3 / 2,
                    np.where(a < 2, (2 - a)**3 / 6, 0.0))


def blip_slope(t):
    a = np.abs(t)
    return np.sign(t) * np.where(a < 1, -2 * a + 1.5 * a**2,
                                 np.where(a < 2, -(2 - a)**2 / 2, 0.0))


gauss_x, gauss_w = np.polynomial.legendre.leggauss(4)


def cell_quadrature(first, last):
    cells = np.arange(first, last)
    points = (cells[:, None] + (gauss_x + 1) / 2).ravel()
    return points, np.tile(gauss_w / 2, len(cells))


def assembled_matrix(count, ring, function=blip):
    """Gram matrix of translated functions, by quadrature."""
    if ring:
        points, weights = cell_quadrature(0, count)
    else:
        points, weights = cell_quadrature(-2, count + 1)
    distance = points[:, None] - np.arange(count)
    if ring:
        distance = (distance + count / 2) % count - count / 2
    values = function(distance)
    return values.T @ (weights[:, None] * values)


def condition(matrix):
    eigenvalues = np.linalg.eigvalsh(matrix)
    return eigenvalues[-1] / eigenvalues[0]


# The truncated-power formula really is repeated averaging over a unit box
for t in (-1.7, -0.3, 0.0, 0.45, 1.2):
    assert abs(float(box_convolution(2, t)) - max(0, 1 - abs(t))) < 1e-12
    assert abs(float(box_convolution(4, t)) - float(blip(t))) < 1e-12
for p in range(2, 8):
    for t in (0.0, 0.37, 1.21):
        knots = [k / 2 for k in range(-8, 9) if t - 0.5 < k / 2 < t + 0.5]
        average = quad(lambda s: float(box_convolution(p, s)),
                       t - 0.5, t + 0.5, points=knots)[0]
        assert abs(average - float(box_convolution(p + 1, t))) < 1e-9

# Overlap and kinetic elements: direct integration against convolution
S = [exact_element(n, False) for n in range(5)]
T = [exact_element(n, True) / 2 for n in range(5)]
for n in range(5):
    m8 = Fraction(box_convolution(8, Fraction(n)))
    assert S[n] == sp.Rational(m8.numerator, m8.denominator)
    second = (box_convolution(6, Fraction(n + 1))
              - 2 * box_convolution(6, Fraction(n))
              + box_convolution(6, Fraction(n - 1)))
    t_formula = -Fraction(second) / 2
    assert T[n] == sp.Rational(t_formula.numerator, t_formula.denominator)
R = sp.Rational
assert S == [R(151, 315), R(397, 1680), R(1, 42), R(1, 5040), 0]
assert T == [R(1, 3), -R(1, 16), -R(1, 10), -R(1, 240), 0]
assert S[0] + 2 * sum(S[1:]) == 1

# Peak-one normalization multiplies the overlaps by 9/4
peak_one = assembled_matrix(8, False, lambda t: blip(t) / blip(0.0))
for n in range(4):
    assert abs(peak_one[0, n] - 9 / 4 * float(S[n])) < 1e-12

# Ring: eigenvalues of assembled matrices against the cosine polynomials
kappa = 315 / 17


def overlap_symbol(c):
    return (c**3 + 60 * c**2 + 297 * c + 272) / 630


def kinetic_symbol(c):
    return (1 - c) * (c**2 + 13 * c + 16) / 30


for count in (4, 11, 12, 40):
    cosines = np.cos(2 * np.pi * np.arange(count) / count)
    ring_S = assembled_matrix(count, True)
    ring_T = assembled_matrix(count, True, blip_slope) / 2
    assert np.allclose(np.linalg.eigvalsh(ring_S),
                       np.sort(overlap_symbol(cosines)), atol=1e-12)
    assert np.allclose(np.linalg.eigvalsh(ring_T),
                       np.sort(kinetic_symbol(cosines)), atol=1e-12)
    if count % 2 == 0:
        assert abs(condition(ring_S) - kappa) < 1e-9
        alternating = (-1.0)**np.arange(count)
        assert np.allclose(ring_S @ alternating, 17 / 315 * alternating)
        energies = eigh(ring_T, ring_S, eigvals_only=True)
        assert abs(energies[-1] - 84 / 17) < 1e-9
    else:
        kappa_odd = condition(ring_S)
        assert kappa_odd < kappa
ring12 = np.linalg.eigvalsh(assembled_matrix(12, True))

# Monotonic kinetic-to-overlap ratio: sign polynomial and dense scan
c = sp.symbols("c", real=True)
P, D = c**2 + 13 * c + 16, c**3 + 60 * c**2 + 297 * c + 272
sign_poly = sp.expand(P * sp.diff(D, c) - D * sp.diff(P, c))
assert sp.expand(sign_poly - (c**4 + 26*c**3 + 531*c**2
                              + 1376*c + 1216)) == 0
scan = np.linspace(-1, 1, 4001)
assert np.all(sp.lambdify(c, sign_poly)(scan) > 0)
assert np.all(np.diff(kinetic_symbol(scan) / overlap_symbol(scan)) < 0)

# Uniform and alternating sums of blips as functions of position
centres = np.arange(-6, 7)
sample = np.linspace(-1, 1, 41)
assert np.allclose(blip(sample[:, None] - centres).sum(axis=1), 1)


def alternating_sum(t):
    return float(np.sum((-1.0)**centres * blip(t - centres)))


assert abs(alternating_sum(0.0) - 1 / 3) < 1e-12
assert abs(alternating_sum(1.0) + 1 / 3) < 1e-12
assert abs(alternating_sum(0.5)) < 1e-12

# Open rows: strict bounds, growth with length, and trial-vector bound
open_rows = []
for count in (4, 8, 16, 32, 64, 128):
    matrix = assembled_matrix(count, False)
    levels = np.linalg.eigvalsh(matrix)
    assert levels[0] > 17 / 315 and levels[-1] < 1
    flat = np.ones(count)
    zigzag = (-1.0)**np.arange(count)
    high = 1 - 239 / (420 * count)
    low = 17 / 315 + 53 / (140 * count)
    assert abs(flat @ matrix @ flat / count - high) < 1e-12
    assert abs(zigzag @ matrix @ zigzag / count - low) < 1e-12
    value = levels[-1] / levels[0]
    assert high / low <= value < kappa
    if open_rows:
        assert value > open_rows[-1][1]
    open_rows.append((count, value, high / low))

# Three dimensions: 64 product blips on a 4x4x4 ring, 3D quadrature
points, weights = cell_quadrature(0, 4)
X, Y, Z = (g.ravel() for g in np.meshgrid(points, points, points))
W = np.prod([g.ravel() for g in np.meshgrid(weights, weights, weights)],
            axis=0)


def ring_blip(t):
    return blip((t + 2) % 4 - 2)


basis = np.array([ring_blip(X - i) * ring_blip(Y - j) * ring_blip(Z - k)
                  for i in range(4) for j in range(4) for k in range(4)])
kappa_3d = condition((basis * W) @ basis.T)
assert abs(kappa_3d / kappa**3 - 1) < 1e-9

# Worked example with a round grid spacing
spacing = 0.25
bohr = physical_constants["Bohr radius"][0] * 1e10
hartree = physical_constants["Hartree energy in eV"][0]
scale = hartree * (bohr / spacing)**2
blip_energy = energies[-1] * scale
wave_energy = np.pi**2 / 2 * scale

# Scaling with spacing checked by integrating the stretched blips
for n in range(4):
    edges = spacing * np.arange(-2, 3)
    stretched = sum(quad(lambda r: float(blip(r / spacing)
                                         * blip(r / spacing - n)),
                         a, b)[0] for a, b in zip(edges[:-1], edges[1:]))
    assert abs(stretched - spacing * float(S[n])) < 1e-10
stretched_norm = sum(quad(lambda r: alternating_sum(r / spacing)**2,
                          a, a + spacing / 2)[0]
                     for a in (0, spacing / 2))
stretched_kin = sum(quad(lambda r: 0.5 * (np.sum(
    (-1.0)**centres * blip_slope(r / spacing - centres)) / spacing)**2,
    a, a + spacing / 2)[0] for a in (0, spacing / 2))
direct_energy = hartree * bohr**2 * stretched_kin / stretched_norm
assert abs(direct_energy / blip_energy - 1) < 1e-8
assert blip_energy > wave_energy

for n in range(4):
    print(f"S_{n} (unit grid, dimensionless) = {S[n]} = {float(S[n]):.8f}")
for n in range(4):
    print(f"T_{n} (unit grid, atomic units) = {T[n]} = {float(T[n]):.8f}")
print(f"S_0 for peak-one blips (dimensionless) = {peak_one[0, 0]:.8f}")
print(f"largest ring eigenvalue, N=12 (dimensionless) = {ring12[-1]:.8f}")
print(f"smallest ring eigenvalue, N=12 (dimensionless) = {ring12[0]:.8f}")
print(f"condition number, ring N=12 = {ring12[-1] / ring12[0]:.6f}")
print(f"condition number, ring N=11 = {kappa_odd:.6f}")
print(f"condition number, 3D ring 4x4x4 = {kappa_3d:.3f}")
for count, value, bound in open_rows:
    print(f"open row N={count}: condition number = {value:.5f}, "
          f"lower bound = {bound:.5f}, cubed = {value**3:.2f}")
print(f"alternating sum at a grid point = {alternating_sum(0.0):.6f}")
print(f"top kinetic energy, unit grid = {energies[-1]:.6f} atomic units")
print(f"plane-wave value, unit grid = {np.pi**2 / 2:.6f} atomic units")
print(f"grid spacing h = {spacing:.2f} angstrom")
for n in range(4):
    print(f"h*S_{n} = {spacing * float(S[n]):.8f} angstrom")
print(f"alternating-mode kinetic energy = {blip_energy:.3f} eV")
print(f"plane-wave kinetic energy = {wave_energy:.3f} eV")
print(f"difference = {blip_energy - wave_energy:.3f} eV")
print(f"relative excess = {100 * (blip_energy / wave_energy - 1):.4f} %")
print(f"3D alternating-mode kinetic energy = {3 * blip_energy:.2f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
S_0 (unit grid, dimensionless) = 151/315 = 0.47936508
S_1 (unit grid, dimensionless) = 397/1680 = 0.23630952
S_2 (unit grid, dimensionless) = 1/42 = 0.02380952
S_3 (unit grid, dimensionless) = 1/5040 = 0.00019841
T_0 (unit grid, atomic units) = 1/3 = 0.33333333
T_1 (unit grid, atomic units) = -1/16 = -0.06250000
T_2 (unit grid, atomic units) = -1/10 = -0.10000000
T_3 (unit grid, atomic units) = -1/240 = -0.00416667
S_0 for peak-one blips (dimensionless) = 1.07857143
largest ring eigenvalue, N=12 (dimensionless) = 1.00000000
smallest ring eigenvalue, N=12 (dimensionless) = 0.05396825
condition number, ring N=12 = 18.529412
condition number, ring N=11 = 15.222959
condition number, 3D ring 4x4x4 = 6361.872
open row N=4: condition number = 7.48412, lower bound = 5.77170, cubed = 419.20
open row N=8: condition number = 13.23723, lower bound = 9.17042, cubed = 2319.48
open row N=16: condition number = 16.75402, lower bound = 12.42364, cubed = 4702.81
open row N=32: condition number = 18.03366, lower bound = 14.92763, cubed = 5864.78
open row N=64: condition number = 18.40027, lower bound = 16.55063, cubed = 6229.78
open row N=128: condition number = 18.49659, lower bound = 17.48862, cubed = 6328.13
alternating sum at a grid point = 0.333333
top kinetic energy, unit grid = 4.941176 atomic units
plane-wave value, unit grid = 4.934802 atomic units
grid spacing h = 0.25 angstrom
h*S_0 = 0.11984127 angstrom
h*S_1 = 0.05907738 angstrom
h*S_2 = 0.00595238 angstrom
h*S_3 = 0.00004960 angstrom
alternating-mode kinetic energy = 602.425 eV
plane-wave kinetic energy = 601.648 eV
difference = 0.777 eV
relative excess = 0.1292 %
3D alternating-mode kinetic energy = 1807.28 eV
ALL CHECKS PASSED
```
